Effective Normal Modes from Force and Momentum Covariances in an Eckart Frame

**What dimensions and symmetry fix**

Consider one harmonic mode with mass-weighted coordinate q, momentum p, force f, angular frequency ω and energy E. The mean of p² has the dimension of energy, and the mean of f² that of energy divided by time squared. Their ratio can depend on E and ω only as a pure number times ω², because no power of E can be balanced. The orbit q = a cos ωt gives the number: the mean of f² is ω⁴a²/2, the mean of p² is ω²a²/2, and the ratio is ω².

For several modes the ratio must become a statement about matrices that doesn't depend on the coordinates chosen. Let q = Sq′ with S constant and invertible. Momenta and forces are both conjugate to displacements, so p′ = Sᵀp and f′ = Sᵀf. The second moments

C_p = ⟨ppᵀ⟩,  C_f = ⟨ffᵀ⟩

therefore both change as C′ = SᵀCS. The quotient

Q(u) = uᵀC_f u / uᵀC_p u

keeps its value when u = Su′. Setting its gradient with respect to u to zero gives

2C_f u/(uᵀC_p u) − 2(uᵀC_f u) C_p u/(uᵀC_p u)² = 0,

and hence

C_f u = λ C_p u,  λ = ω².  (1)

The eigenvalues of C_f alone would change with S; those of (1) do not. It remains to show when (1) yields the normal modes. Nuclei are classical throughout, and moments are taken about zero.

**The Eckart frame**

A tumbling molecule has no fixed directions in the laboratory, so the moments must be formed in a frame that turns with it. Take N atoms with masses m_i, collected in the diagonal matrix M, and a nonlinear reference structure c with its centre of mass at the origin. Write

r_i = R + A(c_i + d_i),
Σ m_i d_i = 0,  Σ m_i c_i × d_i = 0,  (2)

where R is the centre of mass and A a rotation. The last two equations are the Eckart conditions.

Let T have the three columns √m_i e_a, and let S(r) have the three columns √m_i e_a × r_i, where e_a are Cartesian unit vectors. These are mass-weighted translations and rotations. Since (e_a × c_i)·d_i = e_a·(c_i × d_i), conditions (2) say that M^(1/2)d is orthogonal to T and S(c). With an orthonormal basis B of this orthogonal space, which has 3N − 6 columns,

M^(1/2)d = Bq,  d = M^(−1/2)Bq.

Define the projected momenta and forces by

p = BᵀM^(−1/2)AᵀP_lab,  f = BᵀM^(−1/2)AᵀF_lab,  (3)

where Aᵀ acts on the vector of each atom. Solving (1) in this basis avoids the null directions that the projected moments would have if written as 3N × 3N matrices.

The force in (3) is the gradient with respect to q, also at finite displacement. Change q by δq at fixed R and A. The atoms move by δr = AM^(−1/2)Bδq, the new structure still obeys (2), and

δV = −F_labᵀδr = −(AᵀF_lab)ᵀM^(−1/2)Bδq = −fᵀδq.

Thus f = −∂V/∂q. No derivative of A is needed, because A does not change in this variation. A numerical test on a rotated, displaced triatomic agrees to 8 × 10⁻⁸ eV/(√amu Å).

The momentum in (3) is conjugate to q. With angular velocity Ω in the body frame, differentiating (2) gives

ṙ_i = Ṙ + A[Ω × (c_i + d_i) + ḋ_i].

The kinetic energy K = ½Σm_i|ṙ_i|² depends on q̇_k through ḋ = M^(−1/2)Bq̇, so

∂K/∂q̇_k = Σ m_i ṙ_i·A(M^(−1/2)B_k)_i = p_k.

**First derivation: the canonical distribution**

At temperature T₀, write kT for the thermal energy kT₀. For a given structure, canonical laboratory momenta are Gaussian with covariance kT M. The rotation A depends on positions alone, and AᵀMA = M because each atom has one scalar mass. From (3),

C_p = BᵀM^(−1/2)(kT M)M^(−1/2)B = kT BᵀB = kT 1.  (4)

This is equipartition, and it holds for any potential and any amplitude at which the frame is defined.

Now suppose that the vibrations are governed by

H = ½pᵀp + V(q)  (5)

with volume element dq dp. For a molecule this means that the coupling between rotation and vibration is neglected; its effect is worked out below. Writing V_k = ∂V/∂q_k, and using V_l e^(−V/kT) = −kT ∂_l e^(−V/kT), integrate by parts:

∫V_k V_l e^(−V/kT)dq = −kT∫V_k ∂_l e^(−V/kT)dq
= kT∫V_kl e^(−V/kT)dq.

The boundary term vanishes for a confining potential. Division by the partition integral gives

C_f = kT⟨V″⟩.  (6)

For the harmonic potential V = ½qᵀDq, with D symmetric and positive definite, V″ = D everywhere. Insertion of (4) and (6) into (1) gives

kT D u = ω² kT u,  Du = ω²u.  (7)

The factor kT cancels, and the effective modes are the normal modes. The Cartesian displacement pattern of a mode is M^(−1/2)Bu.

**Second derivation: stationarity**

The second route uses no temperature and no Gaussian distribution. It starts from the equations of motion

q̇ = p,  ṗ = f = −Dq.  (8)

In a stationary state the average of qpᵀ does not change in time. The product rule gives

0 = d⟨qpᵀ⟩/dt = ⟨ppᵀ⟩ + ⟨qfᵀ⟩.

Since fᵀ = −qᵀD, the last term is −⟨qqᵀ⟩D, so

C_p = ⟨qqᵀ⟩D.  (9)

The force moment follows directly from the force law:

C_f = ⟨Dq qᵀD⟩ = D⟨qqᵀ⟩D = DC_p.  (10)

Both C_f and C_p are symmetric. Transposing (10) gives C_f = C_pD, so D and C_p commute. The eigenproblem (1) becomes

C_pDu = λC_pu.

If C_p is nonsingular, multiplication by its inverse leaves Du = λu. This is (7) again, now for any stationary state in which every vibrational direction is excited. The argument also covers degenerate frequencies, where u may be any vector of the degenerate space.

Equipartition is therefore sufficient but not necessary. If it does hold, (9) with C_p = kT 1 gives ⟨qqᵀ⟩ = kT D⁻¹, the canonical value.

A run of finite length τ is not strictly stationary. Integrating d(qpᵀ)/dt = ppᵀ + qfᵀ over the run and dividing by τ gives

C_p = ⟨qqᵀ⟩D + b/τ,  b = q(τ)p(τ)ᵀ − q(0)p(0)ᵀ.

Hence ⟨qqᵀ⟩D = C_p − b/τ, and multiplication by D from the left yields

C_f − DC_p = −Db/τ.  (11)

The error falls as 1/τ. Its size follows from first-order perturbation theory. For a nondegenerate normalized normal mode e_k, the shift is

δλ_k = e_kᵀ(C_f − λ_kC_p)e_k/(e_kᵀC_pe_k) = −λ_k b_kk/(τ C_p,kk),

with components taken along e_k. Since ½p² + ½ω²q² = E_k, the product obeys |qp| ≤ E_k/ω_k. In a run that starts at q = 0, b_kk has one contribution, and C_p,kk approaches E_k. Thus |δλ_k|/λ_k ≤ 1/(ω_kτ) to leading order, and with δλ = 2ω δω,

|δω_k| ≤ 1/(2τ).  (12)

This limit on the absolute error is the same for every mode whose frequency is separated from the others by much more than 1/τ. For a closer pair first-order theory fails, and the error can exceed the limit severalfold. If the run starts at an arbitrary point, both ends contribute to b_kk and the limit doubles to 1/τ.

**What each derivation assumes**

The first derivation needs the canonical distribution but no time ordering. It applies to independent configurations as well as to trajectories, and (6) extends it to anharmonic potentials. The second needs the linear force law and the equations of motion (8), but neither equipartition nor knowledge of the temperature. For an anharmonic force the relation C_p = −⟨qfᵀ⟩ survives under stationarity, but the step to C_f = DC_p does not.

A thermostat with friction γ shows the difference. It adds −γ⟨qpᵀ⟩ to the balance leading to (9). In the canonical state positions and momenta are uncorrelated, the term vanishes, and both derivations agree. In a driven stationary state it need not vanish, and then neither derivation applies as it stands.

The comparison also separates (1) from the shortcut of diagonalizing C_f/kT with one common temperature. The shortcut needs C_p = kT 1. If a normal mode has mean energy E_k, its force moment is λ_kE_k, and the shortcut returns

ω_k√(E_k/kT)  (13)

instead of ω_k. In (1) the same energy appears on both sides and cancels.

**A bent triatomic molecule**

The example uses round model parameters and represents no named molecule. The central atom has mass 10 amu and the ends have masses 2 and 3 amu. The bonds are 1.0 and 1.2 Å long and enclose 110°. Springs of 30 and 20 eV/Å² act along the bonds, and one of 6 eV/Å² joins the ends. They define D at the reference structure; the potential is then taken as ½qᵀDq in the Eckart coordinates.

The lowest eigenvalue of D is 1.6694 eV/(amu Å²). The unit √(eV/(amu Å²)) corresponds to 521.471 cm⁻¹, so

ω₁: √1.6694 × 521.471 cm⁻¹ = 673.8 cm⁻¹.

The other eigenvalues, 10.1426 and 19.8546 in the same unit, give 1660.8 and 2323.6 cm⁻¹. In the highest mode the 2 amu atom carries 85% of the kinetic energy; in the middle mode the 3 amu atom carries 79%. The lowest mode is shared, with 52% on the 2 amu atom and 24% on each of the others.

A harmonic trajectory of 10.18 ps, with rotation left out as in (5), was started at q = 0 with mode energies of 0.5, 1 and 1.5 kT at 300 K. It is far from equipartition. Problem (1) gives 673.5, 1661.0 and 2323.4 cm⁻¹. The deviations from the normal frequencies are −0.26, +0.26 and −0.22 cm⁻¹. Limit (12), converted to wavenumbers with the speed of light c₀, is

1/(4πc₀τ) = 0.26 cm⁻¹,

so the deviations have the size expected from the ends of the run. The matrix relation (11) was tested as well: both sides have norm 2.800 × 10⁻⁴ eV²/(amu Å²).

The fixed-temperature shortcut gives 476.3, 1660.9 and 2845.7 cm⁻¹. Equation (13) predicts 673.8 × √0.5 = 476.4 cm⁻¹ for the lowest mode and 2323.6 × √1.5 = 2845.8 cm⁻¹ for the highest. The middle mode is nearly right because its energy happens to equal the assumed kT.

**Free rotation changes the measure**

A freely rotating molecule does not have the flat volume element assumed with (5), even if its potential is quadratic in q. For small changes of position, orientation and shape,

M^(1/2)Aᵀδr = TAᵀδR + S(c + d)δθ + Bδq.

Project this on T, S(c) and B. The translational rows contain no δθ, since TᵀS(c + d) = 0 for a centred structure. The rotational rows contain no δq, since S(c)ᵀB = 0. The determinant is therefore block triangular, and its part that depends on shape is det W, where

W = S(c)ᵀS(c + d).

Put I₀ = S(c)ᵀS(c), the inertia matrix of the reference. Because S is linear in its argument,

J(q) = det W/det I₀ = det(1 + Σ q_kX_k),
X_k = I₀⁻¹S(c)ᵀS(M^(−1/2)B_k).  (14)

For a 3 × 3 matrix Y,

det(1 + Y) = 1 + tr Y + ½[(tr Y)² − tr Y²] + det Y.

With Y = Σq_kX_k, the quadratic part of J is ½qᵀHq, where

H_kl = tr X_k tr X_l − tr(X_kX_l).

The canonical averages are now Gaussian averages weighted by J. Denote the unweighted ones by a subscript 0: ⟨qqᵀ⟩₀ = kT D⁻¹, ⟨ffᵀ⟩₀ = kT D and ⟨fqᵀ⟩₀ = −kT 1. The odd parts of J contribute nothing to even moments. The normalization is

Z = ⟨J⟩₀ = 1 + ½kT tr(HD⁻¹).

For the force moment, the fourth-order Gaussian average splits into pairs:

⟨f_kf_lq_mq_n⟩₀ = ⟨f_kf_l⟩₀⟨q_mq_n⟩₀ + ⟨f_kq_m⟩₀⟨f_lq_n⟩₀ + ⟨f_kq_n⟩₀⟨f_lq_m⟩₀.

Contract this with ½H_mn. The first pairing gives kT D_kl(Z − 1). Each of the other two gives ½(kT)²H_kl. Adding the constant part of J,

⟨ffᵀJ⟩₀ = kT D Z + (kT)²H,

and division by Z yields

C_f/kT = D + kT H/Z.  (15)

The integrals run over all q, including remote regions where J changes sign and the frame fails. Their weight is exponentially small for stiff molecules. Since (4) still holds, (1) returns the eigenvalues of (15), not those of D. As X_k scales as an inverse mass-weighted length, the relative shift of ω² is of order kT/(Iω²), with I a typical moment of inertia. It vanishes as the temperature goes to zero.

For the triatomic at 300 K, (15) gives 671.99, 1661.17 and 2324.37 cm⁻¹, shifts of −1.79, +0.42 and +0.77 cm⁻¹. The lowest frequency changes by 0.27%. An independent integral over the two bond lengths r₁, r₂ and the angle θ, with volume element r₁²r₂² sin θ dr₁dr₂dθ, gives the same frequencies to all printed digits. Longer sampling cannot remove this shift, because it belongs to the ensemble. Its size and sign hold only for a potential that is exactly quadratic in q. Springs acting on the actual interatomic distances are anharmonic in q at the same order in kT; for the same three springs the total shifts at 300 K are about +12, −0.3 and −5 cm⁻¹. The result also assumes canonical rotation. In a run constrained to zero angular momentum the measure is still not flat, but its weight differs, C_p falls slightly below kT 1, and (4) and (15) do not apply.

The second derivation fails here for a related reason. At fixed angular momentum the rotational kinetic energy depends on q, so ṗ = −∂H/∂q contains terms besides f; here H is the full Hamiltonian, not the matrix in (15). There is also a mean force: integration by parts with the weight J gives ⟨f_k⟩ = −kT⟨∂_k ln J⟩. Subtracting the mean from f would therefore change the result, whereas for (5) the mean force is zero and the choice is immaterial.

The choice of momentum matters too. Let y = M^(−1/2)AᵀP_lab, whose canonical covariance is kT 1. Projection on S(c) gives S(c)ᵀy = WΩ, and projection on B gives p = q̇ + BᵀS(d)Ω. Hence

q̇ = Bᵀy − BᵀS(d)W⁻¹S(c)ᵀy.

The two terms are uncorrelated because BᵀS(c) = 0. At fixed structure their covariances add:

⟨q̇q̇ᵀ⟩ = kT(1 + GI₀Gᵀ),  G = BᵀS(d)W⁻¹.

Differentiating Eckart displacements thus gives velocities with more than kT in some directions. At the test displacement, |q| = 0.269 √amu Å, the largest excess is 0.5% of kT. The rotated and projected momenta in (3) have no such excess.

In a crystal with a fixed cell there is no overall rotation to remove. One takes A = 1 and projects out the three translations. Then q is linear in the positions, the volume element is flat, and the shift in (15) is absent.

**Anharmonic potentials**

With a flat measure, (4) and (6) turn (1) into

⟨V″⟩u = ω²u.

The effective modes diagonalize the thermally averaged Hessian. They can be compared with modes from the displacement covariance C_q = ⟨δq δqᵀ⟩, where δq = q − ⟨q⟩. Integration by parts gives ⟨f⟩ = 0 and ⟨δq fᵀ⟩ = −kT 1. For arbitrary vectors a and g, the Cauchy–Schwarz inequality then reads

(kT)²(aᵀg)² ≤ (aᵀC_qa)(gᵀC_fg).

Choose a = C_q⁻¹g. Then aᵀg and aᵀC_qa both equal gᵀC_q⁻¹g, and division by this positive number leaves

gᵀC_fg ≥ (kT)² gᵀC_q⁻¹g.

Divided by kT, this orders the two stiffness matrices C_f/kT and kT C_q⁻¹. By the min–max principle their ordered eigenvalues obey the same inequality, so force-based frequencies are never below displacement-based ones under these conditions. For a harmonic potential they coincide.

In reduced units, the potential

V = ½x² + y² + 0.3xy + 0.3x²y + 0.1(x⁴ + y⁴)

at kT = 0.5 gives force-based frequencies 1.153 and 1.546, against 1.108 and 1.525 from displacements. These values come from integrals on a grid, so the gap is due to anharmonicity and not to sampling. In sampled data a gap can be read as anharmonicity only if the sampling is canonical, the measure is flat and the gap clearly exceeds the statistical error. Free rotation can produce a gap even for a harmonic potential, and the inequality above then need not hold: for the freely rotating triatomic at 300 K the force-based lowest frequency lies about 5 cm⁻¹ below the displacement-based one.

The effective frequency also has a spectral meaning where ṗ = f. For a periodic one-dimensional orbit with fundamental ω₁, write p = Σp_n e^(inω₁t). Then

mean p² = Σ|p_n|²,  mean f² = Σn²ω₁²|p_n|².

The ratio is the mean square frequency of the momentum spectrum. The term n = 0 is absent because p = q̇ averages to zero over a period, so the ratio is at least ω₁², with equality if all weight lies at n = ±1. For V = ½q² + ¼q⁴ and amplitude 1, the fundamental is 1.318 and the force–momentum value is 1.334, which is 1.2% higher. An effective frequency should therefore not be read as a peak position when overtones carry weight.

**Sampling error**

For n independent canonical samples of a harmonic system, f and p are independent Gaussian variables. Along a separated normal mode, the sampled mean of f² has variance 2(kTλ)²/n and that of p² has variance 2(kT)²/n. To first order δλ = δC_f/kT − λ δC_p/kT, so

var(δλ) = 2λ²/n + 2λ²/n = 4λ²/n.

Since δω/ω = ½δλ/λ, the relative standard error of ω is 1/√n. If the known value kT replaces the sampled momentum moment, the second variance is absent and the error is 1/√(2n).

For n = 1000 these laws predict 3.16% and 2.24%. Repeated sampling of the triatomic gives 3.29, 3.23 and 3.14% for the three modes in the first case, and 2.24, 2.17 and 2.18% in the second. Sampling the momenta thus costs precision when equipartition is assured and samples are independent.

A continuous harmonic trajectory behaves differently. Along each normal mode, the time averages of p² and ω²q² agree up to the end term in (11), because the run covers the phases of the mode evenly, apart from an incomplete last cycle. The order of the frames plays no part, since a mean does not depend on it. In independent canonical samples q and p are drawn separately, so their two moments fluctuate independently. This is why the 10 ps run locates the lowest mode within 0.3 cm⁻¹, while a thousand independent samples leave a standard error of about 21 cm⁻¹. The numerical output lists the values behind these comparisons.

Values computed for the example and the checks

```
masses (centre, end 1, end 2): 10.0 2.0 3.0 amu
bond lengths: 1.00 1.20 Angstrom
bond angle: 110.0 degree
springs 0-1, 0-2, 1-2: 30.0 20.0 6.0 eV/Angstrom^2
temperature: 300.0 K
kT: 0.025852 eV
time unit: 10.1805 fs
cm^-1 per sqrt(eV/(amu Angstrom^2)): 521.471
eigenvalues of D: 1.6694 10.1426 19.8546 eV/(amu Angstrom^2)
normal frequencies: 673.77 1660.76 2323.60 cm^-1
mode 1 kinetic share of atoms 0,1,2: 0.2432 0.5165 0.2402
mode 2 kinetic share of atoms 0,1,2: 0.1944 0.0182 0.7873
mode 3 kinetic share of atoms 0,1,2: 0.1321 0.8538 0.0141
projected force, largest error: 8.0e-08 eV/(sqrt(amu) Angstrom)
test displacement norm |q|: 0.2693 sqrt(amu) Angstrom
largest excess of <qdot qdot>/kT there: 0.00504
measure J(q)/J(0) there, numeric: 0.778370
measure J(q)/J(0) there, formula: 0.778370
run length: 10.181 ps
mode energies in the run: 0.50 1.00 1.50 kT
run, generalized problem: 673.52 1661.02 2323.38 cm^-1
run, force moment over fixed kT: 476.34 1660.88 2845.68 cm^-1
run, overlap with normal modes: 1.000000 1.000000 1.000000
run, norm of C_f - D C_p: 2.800e-04 eV^2/(amu A^2)
run, norm of boundary term: 2.800e-04 eV^2/(amu A^2)
free rotation, closed form: 671.985 1661.172 2324.365 cm^-1
free rotation, internal integral: 671.985 1661.172 2324.365 cm^-1
free rotation, shift: -1.788 0.417 0.769 cm^-1
anharmonic model kT: 0.50 reduced
anharmonic, force-based frequencies: 1.15269 1.54597 reduced
anharmonic, displacement-based: 1.10767 1.52456 reduced
quartic orbit, fundamental: 1.317776 reduced
quartic orbit, force/momentum value: 1.333556 reduced
quartic orbit, rms spectral frequency: 1.333556 reduced
samples per estimate: 1000; repeats: 1000
relative error, generalized: 3.29 3.23 3.14 %
predicted 1/sqrt(n): 3.16 %
relative error, known C_p: 2.24 2.17 2.18 %
predicted 1/sqrt(2n): 2.24 %
```
